# The Kardar-Parisi-Zhang coefficient for etching and deposition at constant normal speed

A rough germanium film stands in the afterglow of a fluorine plasma. Fluorine atoms arrive from all directions and remove material from every exposed element of the surface at nearly the same rate. In another chamber, a conformal process adds material just as evenly. Neither process favours peaks or valleys, yet both change the shape of the relief: a tilted element that moves along its own normal does not move straight up or down. How does this geometry enter an equation for the surface height, and with what sign?

## The quantity sought

Let the solid fill the region below $z=h(\mathbf x,t)$, with $\mathbf x=(x,y)$ and the plasma above. Height is counted towards the plasma. The Kardar-Parisi-Zhang (KPZ) equation for such a surface, in a frame that moves with a flat surface, is

$$\frac{\partial h}{\partial t}=\nu\nabla^2h+\frac{\lambda}{2}|\nabla h|^2+\eta .$$

Here $\nu$ describes smoothing and $\eta$ is noise. Neither follows from the geometry treated here, which fixes $\lambda$ alone. Since the slope has no dimension, $\lambda$ is a speed.

Let $v>0$ be the normal speed, the same for all positions and tilts, and let $s=+1$ for deposition and $s=-1$ for etching. The result to be derived is

$$\boxed{\lambda=s\,v}$$

so that $\lambda=+v$ in deposition and $\lambda=-v$ in etching. Write $\mathbf g=\nabla h$, $g=|\mathbf g|$ and $W=\sqrt{1+g^2}$.

## First derivation: following a surface point

Assume that $h$ is single-valued and differentiable. The function $z-h(\mathbf x,t)$ vanishes on the surface and grows towards the plasma, so its gradient $(-\mathbf g,1)$ points out of the solid. Its length is $W$, and the outward unit normal is

$$\mathbf n=\frac{(-\mathbf g,\,1)}{W}.$$

A surface point moving with velocity $s v\mathbf n$ has

$$\dot{\mathbf x}=-\frac{s v\,\mathbf g}{W},\qquad \dot z=\frac{s v}{W}.$$

The point stays on the surface, $z(t)=h(\mathbf x(t),t)$. Differentiating this by the chain rule gives

$$\dot z=\frac{\partial h}{\partial t}+\mathbf g\cdot\dot{\mathbf x}
\quad\Longrightarrow\quad
\frac{s v}{W}=\frac{\partial h}{\partial t}-\frac{s v\,g^2}{W}.$$

Moving the last term to the left,

$$\frac{\partial h}{\partial t}=\frac{s v(1+g^2)}{W}=s v\sqrt{1+g^2}. \tag{1}$$

The derivative is taken at fixed $\mathbf x$. It is larger in magnitude than the vertical velocity $sv/W$ of the marked point, because that point also slides sideways. For a plane at angle $\theta$ to the horizontal, $W=1/\cos\theta$: a normal displacement $v\,dt$ shifts the plane vertically by $v\,dt/\cos\theta$.

To expand the root, set $W=1+Ag^2+Bg^4+\dots$ and square:

$$1+g^2=1+2Ag^2+(A^2+2B)g^4+\dots$$

Equal powers give $A=1/2$ and $B=-A^2/2=-1/8$. Therefore

$$\frac{\partial h}{\partial t}=s v+\frac{s v}{2}g^2-\frac{s v}{8}g^4+\dots \tag{2}$$

The substitution $h\to h+s v t$ removes the constant and leaves all slopes unchanged. Comparing the quadratic term with $(\lambda/2)g^2$ gives $\lambda=s v$.

The sign belongs to the height convention. If one records the etch depth $d=-h$ instead, etching obeys $\partial d/\partial t=v+(v/2)|\nabla d|^2+\dots$, with a positive coefficient. The physical content is the same: a slope recedes vertically faster than a flat.

## Second derivation: the reach of the process

The same motion can be described without normals. In deposition, let the new solid after a short time $dt$ consist of all points within $r=v\,dt$ of the old solid. The nearest point of a smooth surface is found along its normal, so this rule gives normal motion at speed $v$.

Above a given $\mathbf x$, the new height is the highest point reached by spheres of radius $r$ centred on the old surface. A sphere centred at horizontal offset $\boldsymbol\rho$ reaches $\sqrt{r^2-\rho^2}$ above its centre over $\mathbf x$. Hence

$$h(\mathbf x,t+dt)=\max_{\rho\le r}\left[h(\mathbf x+\boldsymbol\rho,t)+\sqrt{r^2-\rho^2}\right].$$

Put $\boldsymbol\rho=r\mathbf p$. If second derivatives of $h$ are bounded, then $h(\mathbf x+r\mathbf p)=h(\mathbf x)+r\,\mathbf g\cdot\mathbf p+O(r^2)$, with an error bounded uniformly for $|\mathbf p|\le1$. Such an error can change the maximum by no more than its own size. Subtract $h(\mathbf x)$, divide by $dt=r/v$ and let $r\to0$:

$$\frac{1}{v}\frac{\partial h}{\partial t}=\max_{|\mathbf p|\le1}\left[\mathbf g\cdot\mathbf p+\sqrt{1-p^2}\right]. \tag{3}$$

For small slopes the best offset is small, and the top of the sphere may be replaced by a paraboloid, $\sqrt{1-p^2}\simeq1-p^2/2$. Completing the square,

$$1+\mathbf g\cdot\mathbf p-\frac{p^2}{2}
=1+\frac{g^2}{2}-\frac{|\mathbf p-\mathbf g|^2}{2}.$$

The maximum lies at $\mathbf p=\mathbf g$ and equals $1+g^2/2$. Thus $\partial h/\partial t=v+(v/2)g^2$ to second order, and $\lambda=+v$.

This shows where the quadratic term comes from. Material at $\mathbf x$ is supplied from a slightly higher place uphill. The gain from the higher starting point is $\mathbf g\cdot\mathbf p=g^2$; the loss from reaching sideways is $p^2/2=g^2/2$. The net gain is $g^2/2$, whichever way the surface tilts.

In etching, the plasma advances into the solid. A solid point is removed if it lies within $r$ of the plasma, so the remaining height is the lowest point reached:

$$h(\mathbf x,t+dt)=\min_{\rho\le r}\left[h(\mathbf x+\boldsymbol\rho,t)-\sqrt{r^2-\rho^2}\right].$$

The same limit, with $\min[f]=-\max[-f]$, yields

$$\frac1v\frac{\partial h}{\partial t}
=-\max_{|\mathbf p|\le1}\left[-\mathbf g\cdot\mathbf p+\sqrt{1-p^2}\right]
\simeq-\left(1+\frac{g^2}{2}\right).$$

The best offset is now $\mathbf p=-\mathbf g$, downhill, where the plasma already stands lower. The coefficient is $\lambda=-v$.

The full maximum in (3) agrees with (1). The vectors $(\mathbf g,1)$ and $(\mathbf p,\sqrt{1-p^2})$ have lengths $W$ and $1$. Their scalar product is at most $W$, and it reaches this value when they are parallel, at $\mathbf p=\mathbf g/W$.

A numerical construction with spheres of radius 0.01 nm tests the coefficient. The surface, in nm, was $40\cos kx+25\sin(1.7ky+0.4)$ with $k=2\pi/(1000\ \text{nm})$, examined at $x=180$ nm, $y=0$. With its height scaled by one quarter, the local slope is 0.0837, and the excess rate divided by $vg^2/2$ is $-0.9983$ for etching and $+0.9983$ for deposition. At full height the magnitudes are 0.9734. Equation (2) predicts the approach to one: the apparent coefficient is $s(1-g^2/4+\dots)$, and $1-0.0837^2/4=0.9982$.

## What each derivation assumes

The first derivation needs a differentiable surface with one height over each $\mathbf x$. It uses the normal speed only at the local tilt, so it is easily extended to a speed that depends on tilt. It says nothing about what happens when two parts of the front meet.

The second needs a rule of first arrival: what has been reached stays reached. It therefore continues to define the surface after a sharp edge has formed. Its spheres, however, contain the assumption that the process advances equally fast in all directions. A tilt-dependent speed would require another shape, and not every such speed has one: the maximum over a fixed shape is always a convex function of $\mathbf g$, so in deposition it cannot give a negative $\lambda$.

Both assume that the speed at a point is independent of the rest of the surface. Shadowing violates this.

### When the speed depends on tilt

Let the normal speed be a smooth, even function $v_n(\theta)$ of the tilt, with the same second-order behaviour in all azimuths. The argument leading to (1) is unchanged and gives $\partial h/\partial t=s\,v_n(\theta)W$. With $\theta=\arctan g=g+O(g^3)$,

$$v_n(\theta)W
=\left[v_n(0)+\frac{v_n''(0)}{2}g^2\right]\left[1+\frac{g^2}{2}\right]+O(g^4).$$

Collecting the terms in $g^2$,

$$\lambda=s\,[v_n(0)+v_n''(0)]. \tag{4}$$

The statement "negative for etching, positive for deposition" thus holds when $v_n(0)+v_n''(0)>0$. Constant speed is the case $v_n''=0$.

Consider a vertical beam whose particles all act with equal yield, without shadowing. Its flux per unit surface area is proportional to $\cos\theta$, so $v_n=v_0\cos\theta$ and $v_n''(0)=-v_0$. Then $\lambda=0$: the flux per horizontal area is fixed, and every tilt moves vertically at the same rate. For $v_n=v_0\cos^2\theta$, $v_n''(0)=-2v_0$ and $\lambda=-s v_0$, the reverse of the constant-speed sign.

## From the coefficient to the shape

### Peaks and valleys

Consider a profile that varies along $x$ alone, with subscripts for derivatives. Differentiating (1) once gives $h_{xt}=s v\,h_xh_{xx}/W$. Since $\partial_x(h_x/W)=h_{xx}/W^3$, a second differentiation gives

$$h_{xxt}=s v\left(\frac{h_{xx}^2}{W^3}+\frac{h_xh_{xxx}}{W}\right).$$

At a peak or valley $h_x=0$ and $W=1$. There $h_{xt}=0$, so the extremum stays at the same $x$. Its second derivative $q=h_{xx}$ obeys

$$\dot q=s v q^2=\lambda q^2,\qquad \frac1{q(t)}=\frac1{q(0)}-\lambda t.$$

The quadratic KPZ term alone gives the same equation at an extremum. If the initial radius of curvature is $R$, then $q(0)=-1/R$ at a peak and $+1/R$ at a valley, and therefore

$$R_{\text{peak}}=R+\lambda t,\qquad R_{\text{valley}}=R-\lambda t. \tag{5}$$

With negative $\lambda$, etching sharpens peaks and widens valleys. Deposition does the opposite. The extrema themselves move at speed $v$, so the peak-to-valley height is unchanged until a cusp forms.

### The first cusp

For the initial profile $h_0=a\cos kx$, a marked point starting at $x_0$ moves to

$$x=x_0-s v t\,\frac{h_0'}{\sqrt{1+h_0'^2}},\qquad
\frac{dx}{dx_0}=1-\frac{s v t\,h_0''}{(1+h_0'^2)^{3/2}}.$$

The profile remains smooth while this derivative is positive everywhere. Now $|h_0''|$ is greatest at the extrema, where the denominator is smallest. The derivative therefore first vanishes there, at

$$t_c=\frac{R}{v},\qquad R=\frac1{ak^2},$$

on the peaks in etching and in the valleys in deposition. Beyond $t_c$, equation (1) must be supplemented by the first-arrival rule.

### Mean displacement

Let $P$ be the period and $L$ the arc length per period. Averaging (1) over a period gives $\langle h_t\rangle=s vL/P$. Before a cusp, $L$ is constant:

$$\dot L=\int_0^P\frac{h_xh_{xt}}{W}\,dx
=s v\int_0^P\frac{h_x^2}{1+h_x^2}\,h_{xx}\,dx=0,$$

because the integrand is the derivative of a function of $h_x$, which is periodic. The mean height thus changes by $s v tL_0/P$, where $L_0$ is the initial arc length. For the cosine, $\langle h_x^2\rangle=(ak)^2/2$, so the fractional excess over a flat surface is $(ak)^2/4$ to second order.

## A worked example in germanium

Take $a=50$ nm and $P=1000$ nm. Germanium is etched at 60 nm/min for 2 min, or deposited at 20 nm/min for 6 min. In both cases $vt=120$ nm. The coefficients are

$$\lambda_{\text{etch}}=-60\ \text{nm/min}=-1\ \text{nm/s},\qquad
\lambda_{\text{dep}}=+20\ \text{nm/min}=+0.333\ \text{nm/s}.$$

The largest slope is $m=ak=2\pi\times50/1000=0.314$. At the steepest point the KPZ term raises the vertical speed by $m^2/2=4.9\%$ of $v$. The mean excess is $m^2/4=2.47\%$ to second order, and 2.42% from the full arc length. The mean surface consequently moves by $120\times1.0242=122.9$ nm, downward in etching and upward in deposition.

The initial radius at the extrema is $R=506.6$ nm. After etching, equation (5) gives $506.6-120=386.6$ nm on the peaks and $626.6$ nm in the valleys. The profile built from discs gives 386.7 nm and 626.6 nm. Deposition exchanges the two values.

This change also gives the height distribution a skewness. Let $\delta h$ be the height relative to its mean. Initially, using the KPZ term,

$$\frac{d}{dt}\langle\delta h^3\rangle
=\frac{3\lambda}{2}\left[\langle h_0^2h_{0x}^2\rangle-\langle h_0^2\rangle\langle h_{0x}^2\rangle\right]
=\frac{3\lambda}{2}a^4k^2\left[\frac18-\frac14\right]
=-\frac{3}{16}\lambda a^4k^2.$$

Dividing by $\langle h_0^2\rangle^{3/2}=a^3/(2\sqrt2)$ gives the early skewness $-(3\sqrt2/8)\lambda t/R$. For etching this is $0.530\times120/506.6=0.126$. The finite-time profile has 0.122, and the deposited one $-0.122$. For this cosine, which starts without skewness, the sign of $\lambda$ can be read from the relief: narrow peaks above wide valleys give positive skewness. The rule is not general, because it rests on the bracket above being negative, that is, on the slopes being steepest at mid-height. For a corrugated patch $a\,e^{-(x/1000\,\text{nm})^2}\sin kx$ in a period of 10 µm, large heights and large slopes occur together, and the same etch gives a skewness of $-0.17$. For Gaussian random roughness, height and slope at a point are independent, the bracket vanishes, and longer etching can make the skewness negative.

The first cusp would appear after $506.6/60=8.44$ min of etching or $506.6/20=25.3$ min of deposition, so both processes here end well before it. For the etched peak, the average slope over the first nanometre beside its top is 0.019 at $0.95t_c$ and 0.15 at $1.05t_c$: a rounded top has become an edge.

### Error of the quadratic equation

Squaring shows that

$$\left(1+\frac{g^2}{2}-\frac{g^4}{8}\right)^2=1+g^2-\frac{g^6}{8}+\frac{g^8}{64}\le1+g^2
\quad\text{for }g^2\le8,$$

while $(1+g^2/2)^2\ge1+g^2$. For the slopes considered, the quadratic speed therefore exceeds the full one by between zero and $vg^4/8$. Where the difference between the two evolving heights is extreme, their slopes agree. The extreme difference can then grow no faster than $vm^4/8$, provided slopes stay below $m$. Before a cusp they do, because moving points carry their slopes with them. The bound after 120 nm is $120\times0.314^4/8=0.146$ nm; the computed largest difference for etching is 0.139 nm.

## Beside a real process

The etch and deposition speeds are rough values for low-temperature processing, not data for a particular reactor. For crystalline germanium, one delicate assumption is that speed is independent of orientation. Suppose that, on a fourfold-symmetric face, the speed is $v_n=v_0(1-\varepsilon\sin^22\theta)$ along the corrugation. Since $\sin^22\theta\simeq4\theta^2$, $v_n''(0)=-8\varepsilon v_0$ and (4) gives $\lambda=s v_0(1-8\varepsilon)$. An assumed anisotropy of 2% changes the etching coefficient from $-60$ to $0.84\times(-60)=-50$ nm/min, and at 12.5% it vanishes. This law is smooth at $\theta=0$, as (4) requires. If the speed has a cusp there, proportional to $|\theta|$, as it may on a singular face where steps carry the reaction, the excess rate is linear in the slope and (4) does not apply. Real deposition may also involve ions or readily sticking radicals; then the uniform flux assumed here fails, and so may the sign.

The other neglected effects act in different ways, so each needs its own comparison:

- **Reactant depletion.** On the initial profile the valley floor loses 2.49% of its direct diffuse flux to the surrounding slopes. The slopes, which face the opposite wall, lose more: about 3.5% at the steepest point and up to 3.7% somewhat below it. With an assumed reaction probability of 0.05, re-emission restores most of this, and the net depletion is 0.13% of the open flux in the valley and at most 0.19%. If every arriving particle reacted, the full loss would remain. At the steepest point it would cut the excess vertical speed from about 5% to about 1.2%, and the constant-speed model would no longer be adequate.
- **Surface energy.** For a rough surface energy $\gamma=1$ J/m² and atomic volume $\Omega$, the length $\gamma\Omega/k_BT$ is 5.5 nm at 300 K. If the whole surface free energy entered the rate exponent, the speed at an extremum would initially change by $5.5/506.6=1.1\%$, and by more where the extremum sharpens. To leading order this is proportional to $\nabla^2h$, and so belongs to $\nu$, not to $\lambda$. Its effect on the shape would not be negligible: after 120 nm of etching the radii would be about 407 nm and 639 nm instead of 386.6 nm and 626.6 nm, and the peak-to-valley height 97.4 nm instead of 100 nm.
- **Gas and temperature.** At 0.5 Torr and 300 K, with an assumed collision diameter of 0.4 nm, the mean free path is 87 µm, far above the 1 µm period, so collisions within the relief are rare. With an assumed activation energy of 0.1 eV, a rise of 1 K changes $v$, and with it $\lambda$, by 1.3%.
- **Noise.** If atoms were removed independently, counting fluctuations over a 100 nm square cell would be 0.016 nm after 120 nm of etching. Correlated removal or micromasking could produce more.

The numerical output below lists most of the values used here.

## Computed results

```
Etch speed: 60 nm/min
Etch time: 2 min
Deposition speed: 20 nm/min
Deposition time: 6 min
Normal travel, both cases: 120 nm
Corrugation amplitude: 50 nm
Corrugation period: 1000 nm
Largest slope: 0.3142
lambda, etching: -60 nm/min
lambda, etching: -1 nm/s
lambda, deposition: 20 nm/min
lambda, deposition: 0.3333 nm/s
2D sphere test, smallest slope: 0.08374
Sphere test lambda/v, etching, slope x1.0: -0.97343
Sphere test lambda/v, etching, slope x0.5: -0.99309
Sphere test lambda/v, etching, slope x0.25: -0.99826
Sphere test lambda/v, deposition, slope x1.0: 0.97341
Sphere test lambda/v, deposition, slope x0.5: 0.99308
Sphere test lambda/v, deposition, slope x0.25: 0.99825
KPZ excess speed at steepest point: 4.935 %
Mean excess speed, second order: 2.467 %
Mean excess speed, full arc length: 2.424 %
Mean height change, etching: -122.908 nm
Mean height change, deposition: 122.908 nm
Largest KPZ profile error, etching: 0.139 nm
Bound on KPZ profile error: 0.146 nm
Initial radius at peak and valley: 506.6 nm
Peak radius after etching: 386.7 nm
Valley radius after etching: 626.6 nm
Height skewness after etching: 0.122
Peak radius after deposition: 626.6 nm
Valley radius after deposition: 386.7 nm
Height skewness after deposition: -0.122
First cusp time, etching: 8.44 min
First cusp time, deposition: 25.3 min
Slope beside etched peak, 0.95 cusp time: 0.019
Slope beside etched peak, 1.05 cusp time: 0.15
lambda/(s v0), cos law: 0.000
lambda/(s v0), cos squared law: -1.000
Assumed crystal anisotropy: 2 %
lambda/(s v0) with this anisotropy: 0.84
Anisotropy at which lambda vanishes: 12.5 %
Quartic/KPZ term at steepest point: 2.47 %
Assumed reaction probability: 0.05
Sky blocked at valley: 2.49 %
Flux depletion at valley: 0.13 %
Rough surface energy: 1 J/m2
Capillary length at 300 K: 5.5 nm
Capillary rate change at extremum: 1.1 %
Gas pressure: 0.5 Torr
Gas mean free path: 87 um
Rate change for 1 K at 0.1 eV: 1.3 %
Counting noise in a 100 nm square cell: 0.016 nm
```
